**Stationarity and minimality of the invariant spread for entangled bands**

The program examines Ω_I = (1/N) Σ w_b (J − Tr P_k P_{k+b}), where P_k projects on the J-dimensional subspace chosen at k, b joins neighbouring points of a mesh of N wavevectors, and w_b are the link weights. At a minimum, each subspace is spanned by the J leading eigenvectors of Z_k, the weighted sum of neighbouring projectors restricted to the energy window. For a square-lattice model, the program asserts gauge invariance, the projector-distance form, the first variation against finite differences, and the predicted Ω_I for all ten choices of three eigenvectors at one k. It also asserts that no sweep over the mesh, updating one k at a time, raises Ω_I beyond rounding. The output shows Ω_I falling from 4.121 Å² for projected Gaussians to 3.875 Å², compared with 7.253 Å² for the three lowest bands. A two-orbital chain confirms the real-space meaning of Ω_I, with a mesh error that falls by a factor of about four when the step is halved. A ring model shows that leading eigenvectors everywhere do not guarantee a joint minimum, and that updating all points together can cycle without progress.

## Numerical check

```python
# Result under test: the invariant spread
#   Omega_I = (1/N) sum_{k,b} w_b (J - Tr P_k P_{k+b})
# is stationary when each P_k commutes, inside its energy window, with
#   Z_k = sum_b w_b P_{k+b}  (projected into the window at k),
# and a minimum requires the J leading eigenvectors of Z_k at every k.
# Symbols: P_k projector on the J-dimensional subspace, b mesh neighbour
# vectors, w_b their weights, N number of k-points, U[k] the orthonormal
# columns that select the subspace from the window states at k.
# Models: a 2D square lattice in plane waves, a two-orbital chain, and a
# ring with a constant two-dimensional window.
import numpy as np
from itertools import combinations, product
from scipy import constants as sc
from scipy.linalg import expm

rng = np.random.default_rng(7)

# ---------- two-orbital chain: real-space meaning of Omega_I ----------
def chain_spreads(n_k):
    """Mesh and real-space invariant spread, lattice constant 1."""
    phi = 2 * np.pi * np.arange(n_k) / n_k
    c = np.array([1 + 0.6 * np.exp(1j * phi),
                  0.3 + 0.8 * np.exp(-2j * phi)]).T
    c /= np.linalg.norm(c, axis=1)[:, None]
    step = 2 * np.pi / n_k
    mean_overlap = np.mean(
        abs(np.sum(c.conj() * np.roll(c, -1, axis=0), axis=1))**2)
    mesh = 2 * (1 - mean_overlap) / (2 * step**2)
    cells = np.arange(n_k) - n_k // 2
    wannier = np.exp(1j * np.outer(cells, phi)) @ c / n_k
    position_sum = phase_sum = 0.0
    for s in range(n_k):
        density = np.sum(np.roll(wannier, s, axis=0).conj() * wannier, axis=1)
        position_sum += abs(np.sum(density * cells))**2
        phase_sum += abs(np.sum(density * np.exp(-1j * step * cells)))**2
    assert abs(phase_sum - mean_overlap) < 1e-11
    second_moment = np.sum(cells[:, None]**2 * abs(wannier)**2)
    return mesh, second_moment - position_sum

chain_100, chain_real = chain_spreads(100)
chain_200, chain_real_200 = chain_spreads(200)
assert abs(chain_real - chain_real_200) < 1e-9
chain_ratio = (chain_100 - chain_real) / (chain_200 - chain_real)
assert 3.9 < chain_ratio < 4.1      # mesh error is quadratic in b

# ---------- ring with constant two-dimensional window, J = 1 ----------
n_ring = 12
ring_weight = 1 / (2 * (2 * np.pi / n_ring)**2)

def ring_spread(v):
    total = 0.0
    for i in range(n_ring):
        for j in (i - 1, (i + 1) % n_ring):
            total += ring_weight * (1 - abs(np.vdot(v[i], v[j]))**2)
    return total / n_ring

def ring_leading(v, i):
    z = sum(np.outer(v[j], v[j].conj()) for j in (i - 1, (i + 1) % n_ring))
    return np.linalg.eigh(z)[1][:, -1]

def spiral(tilt):
    theta = np.pi / 2 - tilt
    az = 2 * np.pi * np.arange(n_ring) / n_ring
    return np.array([np.cos(theta / 2) * np.ones(n_ring),
                     np.exp(1j * az) * np.sin(theta / 2)]).T

flat = spiral(0.0)
for i in range(n_ring):
    assert abs(abs(np.vdot(ring_leading(flat, i), flat[i])) - 1) < 1e-12
spiral_flat, spiral_tilted = ring_spread(flat), ring_spread(spiral(0.2))
assert spiral_tilted < spiral_flat - 1e-4

alternating = np.array([[1, 0] if i % 2 == 0 else [np.cos(0.5), np.sin(0.5)]
                        for i in range(n_ring)], dtype=complex)
together = np.array([ring_leading(alternating, i) for i in range(n_ring)])
for i in range(n_ring):             # every vector takes its neighbour's value
    assert abs(abs(np.vdot(together[i], alternating[i - 1])) - 1) < 1e-12
one_by_one = alternating.copy()
for i in range(n_ring):
    one_by_one[i] = ring_leading(one_by_one, i)
alt_start, alt_together = ring_spread(alternating), ring_spread(together)
alt_sequential = ring_spread(one_by_one)
assert abs(alt_start - alt_together) < 1e-12
assert alt_sequential < alt_start - 1e-4

# ---------- square lattice in plane waves ----------
a = 4.0                             # lattice constant, angstrom
v10, v11 = -2.0, -1.0               # potential Fourier coefficients, eV
window_top = 15.0                   # eV
J, n_side = 3, 8
sigma = 1.0                         # width of trial Gaussians, angstrom
kinetic = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e20      # eV angstrom^2
G = 2 * np.pi / a
b_len = G / n_side
w = 1 / (2 * b_len**2)
w_total = 4 * w
plane = np.array(list(product(range(-3, 4), repeat=2)))
slots = (plane[:, 0] + 4) * 9 + plane[:, 1] + 4        # zero-padded storage
diff = abs(plane[:, None, :] - plane[None, :, :])
potential = np.where(diff.sum(axis=2) == 1, v10, 0.0)
potential += np.where((diff[:, :, 0] == 1) & (diff[:, :, 1] == 1), v11, 0.0)

mesh = list(product(range(n_side), repeat=2))
N = len(mesh)
window, energies, trial = [], [], []
gap34 = np.inf
for ij in mesh:
    q = G * (plane + (np.array(ij) + 0.5) / n_side - 0.5)
    q2 = np.sum(q**2, axis=1)
    e, vec = np.linalg.eigh(np.diag(kinetic * q2) + potential)
    count = int(np.sum(e < window_top))
    gap34 = min(gap34, e[3] - e[2])
    padded = np.zeros((81, count))
    padded[slots] = vec[:, :count]
    window.append(padded)
    energies.append(e[:count])
    gauss = np.exp(-q2 * sigma**2 / 2)
    orbitals = np.array([gauss, q[:, 0] * gauss, q[:, 1] * gauss]).T
    orbitals /= np.linalg.norm(orbitals, axis=0)
    left, sing, _ = np.linalg.svd(vec[:, :count].T @ orbitals,
                                  full_matrices=False)
    assert sing[-1] > 1e-3
    trial.append(left.astype(complex))
sizes = [x.shape[1] for x in window]
assert min(sizes) >= J and gap34 > 1e-6

links = []                          # per k: (neighbour, its states, overlap)
for k, (i, j) in enumerate(mesh):
    row = []
    for di, dj in ((1, 0), (-1, 0), (0, 1), (0, -1)):
        gi, ii = divmod(i + di, n_side)
        gj, jj = divmod(j + dj, n_side)
        other = ii * n_side + jj
        states = np.roll(window[other].reshape(9, 9, -1), (-gi, -gj),
                         axis=(0, 1)).reshape(81, -1)
        row.append((other, states, (window[k].T @ states).astype(complex)))
    links.append(row)

def link_changes(U):
    """J - sum |M_mn|^2 on every link, from overlaps."""
    return np.array([[J - np.sum(abs(U[k].conj().T @ (m @ U[o]))**2)
                      for o, _, m in links[k]] for k in range(N)])

def spread(U):
    return w * link_changes(U).sum() / N

def spread_from_projectors(U):
    """Half the squared distance of full projectors, summed over links."""
    total = 0.0
    for k in range(N):
        x = window[k] @ U[k]
        p = x @ x.conj().T
        for o, states, _ in links[k]:
            y = states @ U[o]
            total += 0.5 * w * np.sum(abs(p - y @ y.conj().T)**2)
    return total / N

def z_matrix(U, k):
    z = 0
    for o, _, m in links[k]:
        t = m @ U[o]
        z = z + w * (t @ t.conj().T)
    return z

def optimise(start, tolerance, max_sweeps):
    U = [x.copy() for x in start]
    history = [spread(U)]
    for _ in range(max_sweeps):
        change = 0.0
        for k in range(N):
            new = np.linalg.eigh(z_matrix(U, k))[1][:, -J:]
            change = max(change, np.linalg.norm(
                new @ new.conj().T - U[k] @ U[k].conj().T))
            U[k] = new
        history.append(spread(U))
        if change < tolerance:
            break
    return U, np.array(history), change

def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)

# gauge invariance and the projector-distance form
omega_trial = spread(trial)
regauged = [x @ np.linalg.qr(random_complex(J, J))[0] for x in trial]
assert abs(spread(regauged) - omega_trial) < 1e-10
assert abs(spread_from_projectors(regauged) - omega_trial) < 1e-10

# first variation at one k, away from stationarity
k0 = 4 * n_side + 4
X = random_complex(sizes[k0], sizes[k0])
X = (X + X.conj().T) / 2

def slope(U, h=1e-4):
    values = []
    for t in (h, -h):
        moved = list(U)
        moved[k0] = expm(1j * t * X) @ U[k0]
        values.append(spread_from_projectors(moved))
    return (values[0] - values[1]) / (2 * h)

p0 = trial[k0] @ trial[k0].conj().T
slope_formula = -2 / N * np.trace(
    1j * (X @ p0 - p0 @ X) @ z_matrix(trial, k0)).real
slope_trial = slope(trial)
assert abs(slope_formula) > 1e-5
assert abs(slope_trial - slope_formula) < 1e-6

# optimisation, one k at a time
lowest = [np.eye(s, J, dtype=complex) for s in sizes]
omega_lowest = spread(lowest)
best, history, last_change = optimise(trial, 1e-9, 1200)
omega_best = spread_from_projectors(best)
assert np.all(np.diff(history) < 1e-10)
assert omega_best < omega_trial and omega_best < omega_lowest

residual, eigen_sum, min_gap = 0.0, 0.0, np.inf
for k in range(N):
    z = z_matrix(best, k)
    p = best[k] @ best[k].conj().T
    lam = np.linalg.eigvalsh(z)[::-1]
    residual = max(residual, np.linalg.norm(z @ p - p @ z) / w_total)
    assert abs(np.trace(p @ z).real - lam[:J].sum()) < 1e-6
    eigen_sum += lam[:J].sum()
    if len(lam) > J:
        min_gap = min(min_gap, lam[J - 1] - lam[J])
assert residual < 1e-7
omega_eigen = J * w_total - eigen_sum / N
assert abs(omega_eigen - omega_best) < 1e-8

# every choice of J eigenvectors at k0, neighbours held fixed
lam0, vec0 = np.linalg.eigh(z_matrix(best, k0))
lam0, vec0 = lam0[::-1], vec0[:, ::-1]
choices = {}
for pick in combinations(range(sizes[k0]), J):
    test = list(best)
    test[k0] = vec0[:, list(pick)]
    choices[pick] = spread_from_projectors(test)
    predicted = 2 / N * (lam0[:J].sum() - lam0[list(pick)].sum())
    assert abs(choices[pick] - omega_best - predicted) < 1e-8
assert min(choices, key=choices.get) == (0, 1, 2)
swapped = list(best)
swapped[k0] = vec0[:, [0, 1, 3]]
slope_swapped = slope(swapped)
assert abs(slope_swapped) < 1e-6    # stationary at k0, though not minimal
angle = 0.4                         # rotate vector 4 towards omitted vector 3
rotated = list(best)
rotated[k0] = np.column_stack([vec0[:, 0], vec0[:, 1],
                               np.cos(angle) * vec0[:, 3]
                               + np.sin(angle) * vec0[:, 2]])
drop = spread_from_projectors(rotated) - choices[(0, 1, 3)]
assert abs(drop + 2 / N * np.sin(angle)**2 * (lam0[2] - lam0[3])) < 1e-8

# arbitrary subspaces at k0 do not beat the leading eigenvectors
for _ in range(300):
    r = np.linalg.qr(random_complex(sizes[k0], J))[0]
    assert (np.trace(r.conj().T @ z_matrix(best, k0) @ r).real
            <= lam0[:J].sum() + 1e-9)

# restart from a disturbed solution
disturbed = [np.linalg.qr(x + 0.2 * random_complex(*x.shape))[0] for x in best]
_, restart, restart_change = optimise(disturbed, 1e-7, 400)

print(f"hbar^2/2m = {kinetic:.4f} eV A^2")
print(f"lattice constant = {a:.1f} A; mesh {n_side} x {n_side}, N = {N}")
print(f"potential coefficients V10, V11 = {v10:.1f}, {v11:.1f} eV")
print(f"window top = {window_top:.1f} eV; J = {J}")
print(f"trial Gaussian width = {sigma:.1f} A")
print(f"mesh step b = {b_len:.5f} 1/A; weight w_b = {w:.4f} A^2")
print(f"sum of weights = {w_total:.4f} A^2")
print(f"window states per k: min {min(sizes)}, max {max(sizes)}")
print(f"smallest gap, bands 3 and 4, on mesh = {gap34:.4f} eV")
print(f"Omega_I lowest three bands = {omega_lowest:.5f} A^2")
print(f"Omega_I trial projection   = {omega_trial:.5f} A^2")
print(f"Omega_I after 1 sweep      = {history[1]:.5f} A^2")
print(f"Omega_I optimised          = {omega_best:.5f} A^2")
print(f"Omega_I from eigenvalues   = {omega_eigen:.5f} A^2")
print(f"sweeps = {len(history) - 1}; last projector change = {last_change:.1e}")
print(f"largest |[Z,p]| / sum of weights = {residual:.1e}")
print(f"smallest eigenvalue gap 3-4 over k = {min_gap:.4f} A^2")
for name, U in (("lowest", lowest), ("trial", trial), ("optimised", best)):
    c = link_changes(U)
    print(f"link change {name}: mean {c.mean():.5f}, max {c.max():.5f}")
kf = (4 + 0.5) / n_side - 0.5
print(f"example k = ({kf:.4f}, {kf:.4f}) x 2pi/a")
print("window energies there (eV):", " ".join(f"{x:.3f}" for x in energies[k0]))
print("eigenvalues of Z there (A^2):", " ".join(f"{x:.4f}" for x in lam0))
print(f"Omega_I with eigenvectors 1,2,4 there = {choices[(0, 1, 3)]:.5f} A^2")
print(f"rise from that swap = {choices[(0, 1, 3)] - omega_best:.5f} A^2")
print(f"number of choices tried = {len(choices)}")
print(f"worst choice: Omega_I = {max(choices.values()):.5f} A^2")
print(f"slope at trial: numerical {slope_trial:.6f} A^2")
print(f"slope at trial: formula   {slope_formula:.6f} A^2")
print(f"slope at swapped choice = {slope_swapped:.1e} A^2")
print(f"rotation by {angle:.1f} rad from swap: change {drop:.6f} A^2")
print(f"disturbed restart: first {restart[0]:.5f}, last {restart[-1]:.5f} A^2")
print(f"restart sweeps {len(restart) - 1}, last change {restart_change:.1e}")
print(f"chain, real-space Omega_I = {chain_real:.6f} a^2")
print(f"chain, mesh of 100 = {chain_100:.6f} a^2")
print(f"chain, mesh of 200 = {chain_200:.6f} a^2")
print(f"chain, ratio of mesh errors = {chain_ratio:.3f}")
print(f"ring of {n_ring}: flat spiral Omega_I = {spiral_flat:.5f} a^2")
print(f"ring: spiral tilted by 0.2 rad = {spiral_tilted:.5f} a^2")
print(f"ring: alternating start = {alt_start:.5f} a^2")
print(f"ring: after simultaneous update = {alt_together:.5f} a^2")
print(f"ring: after one-by-one sweep = {alt_sequential:.5f} a^2")
print("done: every assertion held")
```

Running it gives:

```
hbar^2/2m = 3.8100 eV A^2
lattice constant = 4.0 A; mesh 8 x 8, N = 64
potential coefficients V10, V11 = -2.0, -1.0 eV
window top = 15.0 eV; J = 3
trial Gaussian width = 1.0 A
mesh step b = 0.19635 1/A; weight w_b = 12.9691 A^2
sum of weights = 51.8764 A^2
window states per k: min 4, max 6
smallest gap, bands 3 and 4, on mesh = 1.4090 eV
Omega_I lowest three bands = 7.25256 A^2
Omega_I trial projection   = 4.12069 A^2
Omega_I after 1 sweep      = 3.95878 A^2
Omega_I optimised          = 3.87542 A^2
Omega_I from eigenvalues   = 3.87542 A^2
sweeps = 146; last projector change = 9.9e-10
largest |[Z,p]| / sum of weights = 8.6e-10
smallest eigenvalue gap 3-4 over k = 46.4294 A^2
link change lowest: mean 0.13980, max 0.87635
link change trial: mean 0.07943, max 0.18796
link change optimised: mean 0.07470, max 0.12723
example k = (0.0625, 0.0625) x 2pi/a
window energies there (eV): -2.353 7.218 7.977 9.386 11.631
eigenvalues of Z there (A^2): 51.8744 49.8358 49.8210 2.3027 1.4695
Omega_I with eigenvectors 1,2,4 there = 5.36037 A^2
rise from that swap = 1.48495 A^2
number of choices tried = 10
worst choice: Omega_I = 6.93599 A^2
slope at trial: numerical -0.044046 A^2
slope at trial: formula   -0.044046 A^2
slope at swapped choice = 2.9e-08 A^2
rotation by 0.4 rad from swap: change -0.225187 A^2
disturbed restart: first 34.10184, last 3.87542 A^2
restart sweeps 242, last change 9.7e-08
chain, real-space Omega_I = 1.007914 a^2
chain, mesh of 100 = 1.005662 a^2
chain, mesh of 200 = 1.007351 a^2
chain, ratio of mesh errors = 3.996
ring of 12: flat spiral Omega_I = 0.24434 a^2
ring: spiral tilted by 0.2 rad = 0.23470 a^2
ring: alternating start = 0.83839 a^2
ring: after simultaneous update = 0.83839 a^2
ring: after one-by-one sweep = 0.09600 a^2
done: every assertion held
```
